\section*{Egg-Box Ripple on Uniform Grids: Aliasing, Not the Kinetic Stencil}

\section{A cure that stops working}

An electron is bound in a potential well, and the Schr\"odinger equation is solved on a uniform grid, with the potential represented by its values at the grid points. Moving the well through empty space should leave the energy unchanged. Instead the energy rises and falls with the period of the grid. This is the egg-box ripple, and its slope is a force on a system that should feel none.

Suppose the ripple is blamed on the finite-difference kinetic operator. The natural cure is a better stencil, and at first it seems to work: in the example below, going from second to eighth order reduces the peak-to-peak ripple from 0.053 to 0.024~eV. Yet when the stencil is replaced by the exact kinetic energy of every grid wave, 0.019~eV remains. A more accurate derivative cannot remove that remainder, because this kinetic operator is already exact for every grid wave.

\section{The belief and its appeal}

The belief runs as follows. A finite-difference derivative combines values at fixed grid points. An orbital centred on a point is sampled differently from one centred between points, so the error of the derivative should depend on position.

Two observations support it. A higher-order stencil does reduce the ripple here. Moreover, when the solved energy is split into parts, the kinetic part for the eighth-order stencil varies by 0.059~eV, more than the 0.024~eV of the total. Both observations are correct, but neither identifies the origin of the ripple.

\section{The stencil cannot see a translation}

Atomic units are used in the algebra. Take one dimension with periodic boundaries and points $x_j=jh$, $j=0,\dots,N-1$, with $L=Nh$ and $G=2\pi/h$. Let $N$ be odd. The grid wavevectors are $k=2\pi n/L$ with $|n|\le(N-1)/2$, so that $|k|<\pi/h$ and no wave sits at the ambiguous value $\pi/h$. The waves $u_k(j)=e^{ikx_j}/\sqrt N$ are orthonormal, because
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{iQx_j}=
\begin{cases}1,& Q=mG,\ m\ \text{integer},\\ 0,&\text{otherwise,}\end{cases}
\label{eq:sum}
\end{equation}
for every $Q$ that is a multiple of $2\pi/L$ (a geometric series), and two different grid wavevectors differ by less than $G$.

A central stencil of order $2p$ is
\begin{equation}
(Tf)_j=-\frac1{2h^2}\Big[c_0f_j+\sum_{n=1}^{p}c_n(f_{j+n}+f_{j-n})\Big].
\end{equation}
In the Taylor series of $f_{j+n}+f_{j-n}$ the odd terms cancel and the term in $f''$ is $n^2h^2f''$. The weights therefore satisfy $c_0+2\sum_n c_n=0$, $\sum_n n^2c_n=1$, and $\sum_n n^{2r}c_n=0$ for $r=2,\dots,p$. On a grid wave, $f_{j\pm n}=e^{\pm iknh}f_j$, so
\begin{equation}
Tu_k=t(k)u_k,\qquad
t(k)=-\frac1{2h^2}\Big[c_0+2\sum_{n=1}^{p}c_n\cos(nkh)\Big].
\label{eq:symbol}
\end{equation}
For $p=1$, $c_1=1$ and $c_0=-2$, which gives
\begin{equation}
t(k)=\frac{1-\cos kh}{h^2}=\frac{k^2}{2}-\frac{h^2k^4}{24}+\dots
\label{eq:second}
\end{equation}
The stencil has the wrong kinetic energy for each wave, but it does not mix waves.

Now translate an orbital by any real distance $d$, not necessarily a multiple of $h$. Grid values $f_j=\sum_k\hat f_ku_k(j)$ define a band-limited function between the points, obtained by replacing $x_j$ with $x$. Moving this function by $d$ and reading it at the grid points gives
\begin{equation}
(S_df)_j=\sum_k e^{-ikd}\hat f_k\,u_k(j).
\end{equation}
$S_d$ multiplies each coefficient by a phase, so it is unitary. $T$ multiplies each coefficient by $t(k)$. Two diagonal operators commute, hence
\begin{equation}
S_d^\dagger TS_d=T .
\label{eq:commute}
\end{equation}
The kinetic energy of a band-limited orbital is the same wherever it stands in the cell, however crude the stencil. The samples do change, as the belief says, but the sum over all points does not.

In three dimensions the symbol is $t(k_x)+t(k_y)+t(k_z)$ and the phase is $e^{-i\mathbf k\cdot\mathbf d}$, so the same argument holds. The leading error for $p=1$ is $-h^2(k_x^4+k_y^4+k_z^4)/24$, which depends on the direction of $\mathbf k$. A stencil can thus make the energy depend on how a molecule is oriented, while (\ref{eq:commute}) still forbids any dependence of the kinetic energy on a rigid band-limited shift.

\section{Where the position enters}

Let the well be the periodic function $V(x)=\sum_q v(q)e^{iqx}$, with $q$ running over all multiples of $2\pi/L$. With the well at $d$, the grid method multiplies the orbital by the samples $V(x_j-d)$. Between grid waves this operator, $V_d$, has the elements
\begin{align}
\langle k|V_d|k'\rangle
&=\frac1N\sum_j e^{-ikx_j}\,V(x_j-d)\,e^{ik'x_j}\nonumber\\
&=\sum_q v(q)e^{-iqd}\,\frac1N\sum_j e^{i(q-k+k')x_j}\nonumber\\
&=\sum_m v(k-k'+mG)\,e^{-i(k-k'+mG)d}.
\label{eq:alias}
\end{align}
The last line uses (\ref{eq:sum}): the sum over points keeps every $q$ equal to $k-k'+mG$. The grid cannot distinguish these wavevectors, which is aliasing.

Next view the problem from the moving well, through $S_d^\dagger(T+V_d)S_d$, which has the same eigenvalues as $T+V_d$. The element between $k$ and $k'$ acquires the factor $e^{ikd}e^{-ik'd}$, which cancels the phase in (\ref{eq:alias}) except for $e^{-imGd}$:
\begin{equation}
\tilde H(d)=T+W_0+\sum_{m\ne0}e^{-imGd}\,W_m,\qquad
(W_m)_{kk'}=v(k-k'+mG).
\label{eq:comoving}
\end{equation}
All dependence on $d$ sits in the aliases $m\neq0$. Since $Gh=2\pi$, it has period $h$.

The term $W_0$ is what true integration would give. The integral $\frac1L\int_0^L e^{-ikx}V(x-d)e^{ik'x}\,dx$ equals $v(k-k')e^{-i(k-k')d}$, with no other term. If the potential matrix is built from such integrals instead of samples, the energy is independent of $d$ for every stencil.

\section{The number that separates the two causes}

Take one electron in a Gaussian well $-V_0e^{-x^2/2s^2}$, repeated with period $L$, with $V_0=50$~eV, $s=0.40$~\AA, $h=0.35$~\AA\ and $N=41$. These are round model parameters. The well is placed at sixteen equally spaced positions within one grid cell. Three kinetic operators are combined with two treatments of the potential: samples, and integrals between band-limited functions done on a finer grid. Energies are in eV, and the offset is the integrated-potential energy relative to that with exact $k^2/2$.

\begin{center}
\begin{tabular}{lccc}
\hline
Kinetic operator & Offset & Ripple, sampled & Ripple, integrated\\
\hline
Second order & $-0.650$ & 0.053 & $<10^{-12}$\\
Eighth order & $-0.018$ & 0.024 & $<10^{-12}$\\
Exact $k^2/2$ & 0 & 0.019 & $<10^{-12}$\\
\hline
\end{tabular}
\end{center}

With the integrated potential, the second-order stencil is wrong by 0.65~eV, and that error is the same at every position to rounding accuracy. Its sign follows from (\ref{eq:second}): $1-\cos\theta\le\theta^2/2$ gives $t(k)\le k^2/2$, and lowering an operator cannot raise its lowest eigenvalue. Conversely, a perfect kinetic operator with a sampled potential still ripples. The ripple follows the treatment of the potential. For the eighth-order stencil it is 0.0239~eV, or $8.8\times10^{-4}$~hartree.

\section{Why the kinetic part ripples all the same}

Let $c$ be the normalized ground-state vector of $\tilde H(d)$, with energy $E(d)=\langle c|\tilde H|c\rangle$. Differentiating gives
\begin{equation}
\frac{dE}{dd}=\Big\langle c\Big|\frac{d\tilde H}{dd}\Big|c\Big\rangle
+2\,\mathrm{Re}\Big\langle\frac{dc}{dd}\Big|\tilde H\Big|c\Big\rangle .
\end{equation}
Because $\tilde Hc=Ec$, the last term is $E\,\frac{d}{dd}\langle c|c\rangle=0$. Hence
\begin{equation}
\frac{dE}{dd}=\sum_{m\neq0}(-imG)\,e^{-imGd}\,\langle c|W_m|c\rangle .
\label{eq:slope}
\end{equation}
The kinetic operator makes no explicit contribution. Its expectation value nevertheless changes, by $2\,\mathrm{Re}\langle dc/dd|T|c\rangle$, because the orbital adjusts to the aliased potential. The vanishing of the last term above means that the same adjustment changes the potential energy by the opposite amount.

The eighth-order results show this cancellation. As the well moves from a grid point to the midpoint between two points, the kinetic part falls from 7.8407 to 7.7815~eV, a change of $-0.0592$~eV. The potential part rises from $-37.9458$ to $-37.8627$~eV, a change of $+0.0832$~eV. When the two contributions are accumulated in small steps along this path, with the orbital re-solved at each step, $0.0592$~eV of this rise is the orbital's adjustment, which cancels the kinetic change. (Freezing the orbital at one end of the path would divide the rise differently.) The remainder, $0.0832-0.0592=0.0240$~eV, agrees within rounding with the total ripple and comes from the explicit motion of the aliases.

At $d=h/4$, equation (\ref{eq:slope}) gives 0.215~eV/\AA, in agreement with numerical differentiation of the energy. The spurious force on the well is minus this slope.

The adjustment can also be switched off. Take the ground state $c_{\rm ref}$ of $T+W_0$, with energy $E_{\rm ref}$, and carry it rigidly with the well. It is a trial vector for $\tilde H(d)$, so the variational principle gives
\begin{equation}
E(d)\le E_{\rm ref}+\sum_{m\ne0}e^{-imGd}\,\langle c_{\rm ref}|W_m|c_{\rm ref}\rangle .
\end{equation}
The right-hand side bounds the energy at each position, not the size of the ripple. For this rigid orbital the kinetic energy varies by $10^{-14}$~eV, which is rounding error, while the total varies by 0.0237~eV. Nearly the whole ripple is present with a constant kinetic energy.

\section{What a better stencil does change}

The stencil influences the size of the ripple through the orbital. Write $U$ for the potential terms in $\tilde H$. The eigenvalue equation for component $k$ is $t(k)c_k+(Uc)_k=Ec_k$, or
\begin{equation}
c_k=-\frac{(Uc)_k}{t(k)-E}.
\end{equation}
At the largest grid wavevector, 8.76~\AA$^{-1}$, $t$ is 124~eV for the second-order stencil and 292~eV for the exact operator. With $E$ near $-31$ and $-30$~eV, the denominators are 155 and 322~eV. For an equal numerator, the crude stencil would make this component about twice as large. Large wavevectors of opposite sign are the ones for which $k-k'\pm G$ can be small, where $v$ is large. This makes the larger second-order ripple plausible. It is not a full account: the numerator changes too, and the alias term sums over a broad range of pairs in the upper part of the band, of which the largest wavevector supplies only a minor share.

\section{Products fold even when the potential is smooth}

It is tempting to move the blame to sharp features of $V$ alone. For the Gaussian well, integration over all its periodic images gives
\begin{equation}
v(q)=-\frac{V_0s\sqrt{2\pi}}{L}\,e^{-q^2s^2/2}.
\end{equation}
With $G=17.95$~\AA$^{-1}$, the prefactor is $50\times0.40\times2.507/14.35=3.49$~eV and the exponent is $(17.95\times0.40)^2/2=25.8$, so $|v(G)|$ is about $2\times10^{-11}$~eV. The well has almost nothing at $G$, yet the ripple is 0.024~eV. The reason is that (\ref{eq:comoving}) contains $v(k-k'+mG)$, not just $v(mG)$. The product of potential and orbital can leave the grid's band and fold back even when each factor lies inside it.

Accordingly, removing every component of $V$ with $|q|>\pi/h$ before sampling lowers the eighth-order ripple only from 0.0239 to 0.0225~eV.

A sufficient condition for no ripple limits both factors. Let the orbital contain $|k|\le k_c$ and the potential $|q|\le q_V$. For $m\ne0$, $|k-k'+mG|\ge G-2k_c$, so every alias vanishes if
\begin{equation}
2k_c+q_V<G .
\end{equation}
In units of $2\pi/L$, $G$ is 41 and the filtered potential reaches 20. An orbital cutoff of 10 gives $20+20=40<41$, and the ripple drops to rounding error. A cutoff of 11 gives $22+20=42$, and a ripple of $1.2\times10^{-4}$~eV returns. The price of the cutoff is a smaller variational space for the orbital.

Density terms obey the same rule. If the orbital reaches $k_c$, the density $n=|\psi|^2$ reaches $2k_c$ and $n^2$ reaches $4k_c$. Under a band-limited shift, a component $Q$ of $n^2$ gains the phase $e^{-iQd}$, and by (\ref{eq:sum}) the grid sum keeps $Q=mG$. If $4k_c<G$, just $Q=0$ survives and the sum is constant. With cutoff 10 this holds, as $40<41$, and $\sum_jn_j^2$ is constant to rounding. With the full orbital it varies by $3.7\times10^{-3}$ of its mean. The power $n^{4/3}$, which appears in the local exchange energy in three dimensions, is not a polynomial in $n$ and in general has no highest wavevector. With cutoff 10 its grid sum still varies by $7\times10^{-6}$ of its mean.

\section{Where the stencil argument ends}

The derivation of (\ref{eq:commute}) used three conditions: a uniform grid, periodic boundaries and a band-limited shift. With variable spacing or hard walls the grid waves are in general no longer eigenvectors of $T$, and the kinetic operator can then contribute a position dependence of its own.

The third condition matters when a fixed analytic orbital $g(x)=\sum_qg(q)e^{iqx}$ is sampled afresh at each position. By (\ref{eq:sum}), the samples $g(x_j-d)$ have the coefficients
\begin{equation}
\hat f_k=\sqrt N\sum_m g(k+mG)\,e^{-i(k+mG)d}.
\end{equation}
The kinetic energy $\sum_kt(k)|\hat f_k|^2$ then contains cross terms between different $m$, with phases that vary with $d$. For the orbital $e^{-x^2/4\sigma^2}$ with $\sigma=0.20$~\AA, the normalized eighth-order kinetic energy varies by 0.86~eV about a mean of 23.3~eV. Here the belief comes closest to the truth, since a kinetic energy does ripple on its own. But the cross terms are already in $|\hat f_k|^2$ before $T$ acts, and putting $k^2/2$ in place of $t(k)$ changes their weights without removing them. The numerical check checks the commutation, the alias expansion (\ref{eq:comoving}) through the rigid-orbital energy and the slope (\ref{eq:slope}), and the cutoff conditions numerically.

\section*{Computed results}
\begin{verbatim}
grid: N = 41, h = 0.35 A, L = 14.35 A
G = 17.9520 1/A, pi/h = 8.9760 1/A
well: depth = 50.0 eV, width = 0.40 A
hbar^2/2m = 3.80998 eV A^2
relative 3D commutator of T and S_d = 5.3e-16
largest grid wavevector = 8.7571 1/A
FD2: kinetic symbol at largest k = 124.225 eV
FD2: alias-free energy = -30.723349 eV
FD2: kinetic-error offset = -0.650268 eV
FD2: ripple, sampled potential = 0.052651 eV
FD2: ripple, integrated potential = 9.2e-14 eV
FD8: kinetic symbol at largest k = 201.727 eV
FD8: alias-free energy = -30.091301 eV
FD8: kinetic-error offset = -0.018221 eV
FD8: ripple, sampled potential = 0.023947 eV
FD8: ripple, integrated potential = 2.8e-13 eV
exact: kinetic symbol at largest k = 292.172 eV
exact: alias-free energy = -30.073080 eV
exact: kinetic-error offset = 0.000000 eV
exact: ripple, sampled potential = 0.019159 eV
exact: ripple, integrated potential = 2.2e-13 eV
FD8 details (ripples are peak to peak over one grid cell)
d = 0.0000 A: E = -30.105107, T = 7.840738, V = -37.945845 eV
d = 0.0875 A: E = -30.093140, T = 7.811172, V = -37.904312 eV
d = 0.1750 A: E = -30.081160, T = 7.781529, V = -37.862689 eV
main ripple = 0.023947 eV = 8.8004e-04 hartree
ripple of kinetic part, solved = 0.059209 eV
ripple of potential part, solved = 0.083156 eV
ripple of kinetic part, rigid orbital = 1.2e-14 eV
ripple of total energy, rigid orbital = 0.023692 eV
dE/dd at d = h/4, alias formula = 0.214948 eV/A
dE/dd at d = h/4, numerical = 0.214948 eV/A
ripple, filtered potential = 0.022486 eV
same, orbital index cutoff 10 = 9.9e-14 eV
same, orbital index cutoff 11 = 1.243e-04 eV
relative ripple of sum n^2, full orbital = 3.662e-03
relative ripple of sum n^2, cutoff 10 = 1.0e-15
relative ripple of sum n^(4/3), cutoff 10 = 7.112e-06
resampled Gaussian: sigma = 0.20 A, mean T = 23.3228 eV
resampled Gaussian: kinetic ripple = 0.862729 eV
\end{verbatim}
